# Gaussian-process interpolation of wafer thickness and its prediction variance

## What a smooth map hides

A thickness map drawn through a few dozen readings looks equally trustworthy everywhere. The map itself does not show whether it is limited by reading noise or by film variation that the sites do not resolve. The remedies differ. In a lattice case computed below, repeating every reading lowers the rms error from 0.332 to 0.326 nm, whereas spending the same readings on new sites lowers it to 0.130 nm.

## Model and conventions

Let the thickness at wafer position $x$ be $t(x)=m+f(x)$. The constant $m$ is unknown, and $f$ is a Gaussian process with zero mean and covariance

$$k(r)=s^2e^{-r^2/2l^2},$$

where $r$ is the distance between two points, $s$ the standard deviation of the field and $l$ its correlation length. The readings at $n$ distinct sites are $y_i=t(x_i)+e_i$. The errors $e_i$ have zero mean and variance $v$, and are independent of each other and of $f$. For now $s$, $l$ and $v$ are known.

Write $K_{ij}=k(|x_i-x_j|)$, $C=K+vI$, and $k_i=k(|x_i-x|)$ for the vector $k$ of covariances between sites and target. The vector of ones is $\mathbf 1$. Since $K$ is a covariance matrix and $v>0$, $C$ is positive definite.

## The best linear prediction

Predict $t(x)$ by $w^Ty$. The error is

$$w^Ty-t(x)=m(\mathbf 1^Tw-1)+w^T(f+e)-f(x),$$

where $f$ and $e$ without argument are the vectors of site values. Its mean vanishes for every $m$ if and only if $\mathbf 1^Tw=1$. Squaring and averaging then gives

$$E(w)=\underbrace{s^2-2w^Tk+w^TKw}_{\text{spatial part}}+\underbrace{v\,|w|^2}_{\text{noise part}}. \tag{1}$$

The first part is the error of interpolating a noiseless film with these weights; the second is the noise they transmit.

To minimise $E=s^2-2w^Tk+w^TCw$ under the constraint, set to zero the gradient of $E-2\lambda(\mathbf 1^Tw-1)$:

$$-2k+2Cw-2\lambda\mathbf 1=0\quad\Rightarrow\quad w=C^{-1}(k+\lambda\mathbf 1).$$

This is the minimum because $C$ is positive definite. Inserting $w$ into $\mathbf 1^Tw=1$ gives

$$\lambda=\frac{1-\mathbf 1^TC^{-1}k}{\mathbf 1^TC^{-1}\mathbf 1}.$$

For the variance, $w^TCw=w^T(k+\lambda\mathbf 1)=w^Tk+\lambda$, so $V=s^2-w^Tk+\lambda$. Also $w^Tk=k^TC^{-1}k+\lambda\,\mathbf 1^TC^{-1}k$. Hence

$$V(x)=s^2-k^TC^{-1}k+\frac{(1-\mathbf 1^TC^{-1}k)^2}{\mathbf 1^TC^{-1}\mathbf 1}. \tag{2}$$

The second term is what the readings teach about $f(x)$; the third is the price of not knowing $m$. The readings $y$ do not appear, so for given $s,l,v$ a site plan can be judged before any wafer is measured. $V$ refers to the film; a new reading at $x$ scatters about the prediction with variance $V+v$.

## The same result by Gaussian conditioning

So far only second moments were used. Now let the noise be Gaussian too. For fixed $m$, the residual

$$\epsilon(x)=f(x)-k^TC^{-1}(y-m\mathbf 1)$$

has covariance $k^T-k^TC^{-1}C=0$ with $y$. Being jointly Gaussian with $y$, it is independent of it, and its variance is $s^2-k^TC^{-1}k$. Therefore

$$t(x)=k^TC^{-1}y+(1-\mathbf 1^TC^{-1}k)\,m+\epsilon(x).$$

With a flat prior, the posterior density of $m$ is proportional to $\exp[-\tfrac12(y-m\mathbf 1)^TC^{-1}(y-m\mathbf 1)]$. Completing the square gives mean $\hat m=\mathbf 1^TC^{-1}y/\mathbf 1^TC^{-1}\mathbf 1$ and variance $1/\mathbf 1^TC^{-1}\mathbf 1$. The posterior mean of $t(x)$ is thus $w^Ty$, and adding the two independent variances gives (2). The predictive distribution is Gaussian, so $\pm2\sqrt V$ covers 95.45 %.

## How noise enters

Equation (1) is affine in $v$ for fixed $w$, and $V$ is its minimum over $w$. A minimum of affine functions is concave. For the slope, the change of the optimal weights contributes $(\partial E/\partial w)^T\,dw/dv=2\lambda\,\mathbf 1^Tdw/dv=0$, because the weights keep their sum. What remains is

$$\frac{dV}{dv}=|w|^2\ \ge\ \frac1n, \tag{3}$$

the bound following from $\mathbf 1^Tw=1$ and the Cauchy–Schwarz inequality. Noise therefore raises $V$ at every point, at a rate that falls as the weights spread over more sites.

## Two sites and their midpoint

Take two sites a distance $d$ apart, the target midway, and $m$ known, which removes the third term of (2). Let $c=e^{-d^2/8l^2}$ be the correlation over $d/2$; over $d$ it is $c^4$. With $\eta=v/s^2$,

$$C=s^2\begin{pmatrix}1+\eta&c^4\\c^4&1+\eta\end{pmatrix},\qquad k=s^2c\begin{pmatrix}1\\1\end{pmatrix}.$$

The vector $(1,1)$ is an eigenvector of $C$ with eigenvalue $s^2(1+\eta+c^4)$, so $k^TC^{-1}k=2s^2c^2/(1+\eta+c^4)$. Put $u=d^2/4l^2$, so that $c^2=e^{-u}$, and multiply numerator and denominator by $e^u$:

$$\frac{V}{s^2}=1-\frac{2}{2\cosh u+\eta e^u}. \tag{4}$$

- For $d\to0$, $V/s^2\to\eta/(2+\eta)$: two readings of one value, combined with the prior variance $s^2$.
- For $\eta=0$ and $d\ll l$, $V/s^2=1-\operatorname{sech}u\approx u^2/2=d^4/32l^4$. The standard deviation grows as $d^2$.
- For $d\gg l$, $V\to s^2$: the sites say nothing about the midpoint.

With $s=1$ nm, $l=50$ mm and $d=49$ mm, $u=0.240$. The standard deviation is 0.168 nm without noise and 0.185 nm with a reading noise $\sqrt v=0.10$ nm. At this spacing most of the error is spatial.

## An infinite lattice of sites

Let the sites $R$ form a lattice with area $A$ per site and reciprocal vectors $G$, with $m$ still known. The spectral density of the field is

$$S(q)=\int d^2r\,k(r)e^{-iq\cdot r}=2\pi l^2s^2e^{-q^2l^2/2}.$$

Since $e^{iG\cdot R}=1$, the inverse transform folds into one Brillouin zone (BZ):

$$k(R-x)=\int_{BZ}\!\frac{d^2q}{(2\pi)^2}e^{iq\cdot R}H_x(q),\quad H_x(q)=\sum_GS(q+G)e^{-i(q+G)\cdot x}.$$

For $x=0$ this sum is $T(q)=\sum_GS(q+G)$. The zone has area $(2\pi)^2/A$, so $v\delta_{RR'}$ is the transform of the constant $N=Av$. Thus

$$C_{RR'}=\int_{BZ}\frac{d^2q}{(2\pi)^2}\,[T(q)+N]\,e^{iq\cdot(R-R')}.$$

Seek $b=C^{-1}k$ as $b_R=A\int_{BZ}\frac{d^2q}{(2\pi)^2}B(q)e^{iq\cdot R}$. Within the zone $\sum_Re^{i(q'-q)\cdot R}=\frac{(2\pi)^2}{A}\delta(q-q')$, so $Cb=k$ becomes $(T+N)B=H_x$. The same sum rule applied to $k^Tb$ gives

$$V(x)=s^2-\int_{BZ}\frac{d^2q}{(2\pi)^2}\frac{|H_x(q)|^2}{T(q)+N}. \tag{5}$$

Averaging $x$ over a cell removes the cross terms $e^{-i(G-G')\cdot x}$ and leaves $\sum_GS(q+G)^2$ in place of $|H_x|^2$. As $T$ is periodic, the zone integral unfolds to the whole plane. With $s^2=\int d^2q\,S/(2\pi)^2$,

$$\bar V=\int\frac{d^2q}{(2\pi)^2}\,S\left[1-\frac{S}{T+N}\right]. \tag{6}$$

Two things spoil the map: the noise density $N$, and the aliases $T-S$, which come from film variations at other wave vectors that look the same at the sites as the one at $q$.

**The noise-limited case.** Since $T\ge S$, the integrand is at least $SN/(S+N)=N/(1+N/S)$. Put $p=q^2l^2/2$, so that $d^2q/(2\pi)^2\to dp/(2\pi l^2)$ after the angular integral, and define

$$\rho=\frac{S(0)}{N}=\frac{2\pi l^2s^2}{Av}.$$

Then $N/(2\pi l^2)=s^2/\rho$ and

$$\bar V\ \ge\ \frac{s^2}{\rho}\int_0^\infty\!\frac{\rho e^{-p}}{1+\rho e^{-p}}\,dp=s^2\,\frac{\ln(1+\rho)}{\rho}. \tag{7}$$

The number $\rho$ counts the sites in an area $2\pi l^2$, times the signal-to-noise ratio $s^2/v$. For $\rho\to0$ the right side tends to $s^2$. For $\rho\gg1$ it is $(Av/2\pi l^2)\ln\rho$, reading noise averaged over about $2\pi l^2/(A\ln\rho)$ sites. Since $\ln(1+\rho)/\rho=\int_0^1d\tau/(1+\rho\tau)$, it falls steadily as $l$ grows.

The bound is approached when aliases are small compared with $S+N$ wherever $S$ contributes. For a square lattice of spacing $a\lesssim l$, $S(\pi/a)\ll N$ is a practical criterion. One term then dominates $H_x$ wherever (5) has weight, its phase drops out, and $V$ is nearly the same at and between sites. The condition on $a$ is needed: for $a\gg l$ a large noise also makes $S(\pi/a)\ll N$, but many aliases are then comparable, and $V/s^2$ is about $\eta/(1+\eta)$ at a site and about 1 between sites.

Two cases, solved directly on finite lattices of 31×31 and 21×21 sites, show both regimes. The direct average agrees with (6) to the digits given.

| $a/l$, $\sqrt v/s$ | $\bar V/s^2$ | bound (7) | on site | cell centre |
|---|---|---|---|---|
| 0.5, 0.5 | 0.0460 | 0.0460 | 0.0460 | 0.0460 |
| 1.5, 0.1 | 0.1143 | 0.0202 | 0.0098 | 0.2130 |

In the coarse case the on-site variance is close to that of a single reading, $v/s^2=0.01$, while the cell centre is over twenty times worse.

## Repeat a reading or add a site?

Averaging $p$ repeats at every site replaces $v$ by $v/p$. Refining the lattice into one that contains it, with $p$ times as many sites, replaces $A$ by $A/p$. Both give the same $N$. The finer lattice, however, has a subset of the old reciprocal vectors, so its $T$ is smaller and, by (6), so is $\bar V$. On average new sites win, for equal cost per reading and independent noise.

The gain can be negligible. Take a square lattice with $a=37.22$ mm, $s=1$ nm and $\sqrt v=0.10$ nm, and double the readings; the refined spacing is $a/\sqrt2$.

| $l$ (mm) | before (nm) | repeats (nm) | new sites (nm) |
|---|---|---|---|
| 25 | 0.332 | 0.326 | 0.130 |
| 50 | 0.0788 | 0.0584 | 0.0584 |

For any finite layout the value of one more reading at $z$ also follows. From the decomposition of $t(x)$ above, the posterior covariance is

$$c(x,z)=k(|x-z|)-k_x^TC^{-1}k_z+\frac{(1-\mathbf 1^TC^{-1}k_x)(1-\mathbf 1^TC^{-1}k_z)}{\mathbf 1^TC^{-1}\mathbf 1}.$$

The new reading has variance $V(z)+v$ given the old ones and covariance $c(x,z)$ with $t(x)$. Conditioning on it lowers $V(x)$ by $c(x,z)^2/[V(z)+v]$.

## A 49-site wafer map

Consider a nominal 100 nm silicon oxide film on a 300 mm wafer, read at the centre and on rings of 8, 16 and 24 sites at radii 49, 98 and 147 mm. Each ring has a site at azimuth zero. The parameters are $s=1$ nm, $l=50$ mm and $\sqrt v=0.10$ nm.

At radius 122.5 mm and azimuth 11.25°, between the outer rings, (2) gives

$$V=0.018921+0.000174=0.019095\ \text{nm}^2,\qquad\sqrt V=0.138\ \text{nm}.$$

The unknown mean costs about 1 %. Inverting the joint covariance of target and readings, with a prior variance of $10^4$ nm² on $m$, gives the same 0.019095 nm². The weights have $|w|^2=0.708$, which also matches the numerical slope $dV/dv$. The noise part is $0.01\times0.708=0.0071$ nm² and the spatial part 0.0120 nm². Perfect readings with these weights would still leave 0.11 nm.

Over the map, sampled on a 7 mm grid out to 147 mm, $\sqrt V$ runs from 0.086 to 0.138 nm, with an rms of 0.109 nm. In 1000 simulated wafers the rms error was 0.1085 nm, and 95.65 % of errors lay within $\pm2\sqrt V$. On the first of these wafers the prediction at the target was 98.784 nm and the true value 98.726 nm, a miss of 0.4 standard deviations.

A square lattice with the same number of sites per map area has $a=37.22$ mm, hence $\rho=2\pi\cdot50^2/(37.22^2\times0.01)=1134$ and $\sqrt{\bar V}=\sqrt{\ln(1135)/1134}=0.079$ nm. The wafer does worse, at 0.109 nm. It has an edge, uneven spacing and an unknown mean. The share of the mean is the third term of (2) and is small, about 1 % of $V$ at the target above; the calculation does not separate the other two.

The rms of $\sqrt V$ over the map (nm), with sites and $s$ fixed, shows which quantity is in control:

| $l$ (mm) | noise 0.05 nm | 0.10 nm | 0.20 nm |
|---|---|---|---|
| 25 | 0.461 | 0.467 | 0.488 |
| 50 | 0.080 | 0.109 | 0.171 |
| 100 | 0.032 | 0.057 | 0.101 |

At $l=25$ mm, four times the noise raises the error by 6 %: a better gauge hardly helps. At 100 mm it raises the error about threefold.

Among the grid points and old sites, the best place for a fiftieth reading is at radius 124 mm, between the two outer rings. It lowers the map-averaged $V$ by 3.0 %; the best repeat at an old site lowers it by 1.4 %.

## Where the stated variance is wrong

**Smoothness.** The Gaussian covariance describes a very smooth film. A Matérn 3/2 field with $k=s^2(1+r/l)e^{-r/l}$ has the same rms slope, since both correlations begin as $1-r^2/2l^2$, but is rougher at short range. If the film follows it while the old weights are kept, the true rms error is 0.187 nm, against the claimed 0.109 nm.

**Estimated parameters.** Let $z$ be $n-1$ independent contrasts of the readings, free of $m$, with covariance $\Sigma$. The derivative of their log-likelihood with respect to a parameter $\theta_i$ is $\tfrac12[z^T\Sigma^{-1}\Sigma_i\Sigma^{-1}z-\operatorname{tr}\Sigma^{-1}\Sigma_i]$, where $\Sigma_i=\partial\Sigma/\partial\theta_i$. For Gaussian $z$, $\operatorname{cov}(z^TPz,z^TQz)=2\operatorname{tr}(P\Sigma Q\Sigma)$ for symmetric $P,Q$, so the information matrix is $\tfrac12\operatorname{tr}(\Sigma^{-1}\Sigma_i\Sigma^{-1}\Sigma_j)$. Its inverse, a large-sample estimate, gives 18 % uncertainty in $s$ and 8 % in $l$ from one wafer with $v$ known. To first order, treating these errors as independent of the readings, the changed weights add 0.014 nm rms, which is small in quadrature beside 0.109 nm. This holds if the covariance has the right form. The figure concerns the map only: the stated $\sqrt V$, computed from fitted $s$ and $l$, also scatters from wafer to wafer.

**Systematic errors.** Because $\mathbf 1^Tw=1$, a constant offset passes into the map unchanged and does not appear in $V$. If the gauge fixes the optical path, an index of 1.46 wrong by 0.001 shifts a 100 nm film by $100\times0.001/1.46=0.068$ nm. An ellipsometer at oblique incidence does not fix the product of index and thickness; its shift is of the same order but depends on angle, wavelength and fit. A linear drift from −0.05 to +0.05 nm, over a scan from the centre outwards ring by ring, gives errors up to 0.052 nm at the grid points; a drift that starts from zero adds a constant 0.05 nm to this pattern. A stage error of 0.05 mm per axis acts as 0.0014 nm of noise, which is negligible here.

**The real wafer.** The site count, the 3 mm edge margin and a thickness spread near 1 % are rough but ordinary values for such a film. A good ellipsometer can repeat better than 0.10 nm; the value suits a faster gauge or includes local scatter. The correlation length is an assumption to be fitted for each process. Real films often have radial patterns and a distinct edge, which break the constant mean and uniform statistics. Suppose the film thins by $1\ \text{nm}\times e^{-(150\,\text{mm}-r)/5\,\text{mm}}$ towards the edge, with $r$ now the wafer radius. The outer ring sees this dip, and the interpolation spreads it inwards. The added error is 0.181 nm rms and at most 0.357 nm on the grid, raising the total rms to $\sqrt{0.109^2+0.181^2}=0.21$ nm. Equation (2) does not contain this error. If the edge profile is known, it can be subtracted from the readings before interpolation and added back to the map, and (2) then applies again. The remaining figures are in the numerical output below.

## Numbers as computed

```
nominal thickness 100 nm; field std s 1.00 nm
correlation length l 50 mm; reading noise 0.10 nm
sites 49; outer ring radius 147 mm; map grid points 1373
target: radius 122.5 mm, azimuth 11.25 deg
  variance, known-mean part 0.018921 nm^2
  variance, cost of unknown mean 1.74e-04 nm^2
  total variance 0.019095 nm^2, std 0.1382 nm
  same from joint precision 0.019095 nm^2
  spatial part 0.012017, noise part 0.007078 nm^2
  sum of squared weights 0.7078; dV/dv numerically 0.7078
map: rms std 0.1094, min 0.0862, max 0.1380 nm
  radius of largest std 122.4 mm
map rms std (nm) for noise 0.05, 0.10, 0.20 nm:
  l =    25 mm: 0.4612  0.4669  0.4880
  l =    50 mm: 0.0799  0.1094  0.1711
  l =   100 mm: 0.0317  0.0566  0.1008
1000 simulated wafers: rms map error 0.1085 nm
  inside 2 std: 95.65 %, Gaussian value 95.45 %
first wafer at target: predicted 98.784, true 98.726 nm
  its rms map error 0.1064 nm
two sites 49 mm apart, midpoint std: no noise 0.1678, with noise 0.1847 nm
square lattice, a/l, noise/s: direct, integral, closed form (V/s^2)
  0.5, 0.5: 0.04596, 0.04596, 0.04596
    on site 0.04596, cell centre 0.04596
  1.5, 0.1: 0.11428, 0.11428, 0.02018
    on site 0.00984, cell centre 0.21296
lattice of equal density: spacing 37.22 mm, rho 1133.8
  rms std: integral 0.0788, closed form 0.0788 nm
twice the readings on that lattice, rms std (nm):
  l = 25 mm: before 0.3323, repeats 0.3264, new sites 0.1305
  l = 50 mm: before 0.0788, repeats 0.0584, new sites 0.0584
one more reading: best radius 123.8 mm, mean V falls 3.02 %
  best repeat at an old site: mean V falls 1.38 %
neglected effects:
  Matern 3/2 truth: real rms error 0.1872 nm
  s and l fitted from one wafer: rel. std of s 17.6 %, of l 7.9 %
    first-order added map error 0.0143 nm rms
  edge roll-off 1 nm at 150 mm, decay 5 mm: rms 0.1811, max 0.3574 nm
  drift 0.10 nm over the scan: max map error 0.0524 nm
  stage error 0.05 mm per axis: as noise 0.00141 nm
  index 1.46 wrong by 0.001 at fixed optical path: offset 0.068 nm
```
